# Permittivity and Shear Stiffness of Porous Dielectrics: The Role of Connectivity: a numerical check

```python
# Result under test: at fixed porosity f, connectivity changes the relative
# permittivity kappa only within positive limits, because the pore/solid ratio
# t = kappa_pore/kappa_solid is finite. The shear moduli can fall to zero,
# because the pore shear modulus is zero, but only if the SOLID is disconnected.
# F(t) = kappa_eff/kappa_solid. C44 and Cp=(C11-C12)/2 are cubic shear moduli.
# Method: trilinear finite elements on periodic voxel cells; energies are
# variational upper estimates that fall when the grid is refined.
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.ndimage import label

kappa_solid, kappa_pore = 4.0, 1.0
G_solid, K_solid = 30e9, 40e9             # Pa
t_air = kappa_pore / kappa_solid
corners = np.array(list(itertools.product([0, 1], repeat=3)))


def element_matrices():
    """Scalar and elastic matrices of a unit cube; elastic one in units G_solid."""
    points = 0.5 + np.array([-1, 1]) / (2 * np.sqrt(3))
    derivs = []
    for x in itertools.product(points, repeat=3):
        factor = corners * np.array(x) + (1 - corners) * (1 - np.array(x))
        slope = 2 * corners - 1
        derivs.append(np.stack([
            slope[:, 0] * factor[:, 1] * factor[:, 2],
            factor[:, 0] * slope[:, 1] * factor[:, 2],
            factor[:, 0] * factor[:, 1] * slope[:, 2]], axis=1))
    D = np.array(derivs)
    M = np.einsum('qai,qbj->aibj', D, D) / 8
    scalar = np.einsum('aibi->ab', M)
    lam = K_solid / G_solid - 2 / 3
    elastic = (lam * M + M.transpose(0, 3, 2, 1)
               + np.einsum('ab,ij->aibj', scalar, np.eye(3)))
    return scalar, elastic.reshape(24, 24)


K_scalar, K_elastic = element_matrices()


def effective(coefficient, matrix, gradient):
    """Twice the minimum energy density for an imposed mean gradient."""
    gradient = np.atleast_2d(np.asarray(gradient, float))
    d, n = gradient.shape[0], coefficient.shape[0]
    ids = np.arange(n**3).reshape(n, n, n)
    conn = np.stack([np.roll(ids, tuple(-c), (0, 1, 2)).ravel()
                     for c in corners], axis=1)
    c = coefficient.ravel()
    conn, c = conn[c > 0], c[c > 0]
    dofs = (conn[:, :, None] * d + np.arange(d)).reshape(len(c), -1)
    flat = dofs.ravel()
    affine = (corners @ gradient.T).ravel()

    def gather(forces):
        return np.bincount(flat, forces.ravel(), minlength=d * n**3)

    local = c[:, None] * (matrix @ affine)
    limit = 1e-7 * np.linalg.norm(local)
    v = np.zeros(d * n**3)
    r = -gather(local)
    p, rr = r.copy(), r @ r
    for _ in range(4000):
        if np.sqrt(rr) <= limit:
            break
        q = gather((p[dofs] @ matrix) * c[:, None])
        a = rr / (p @ q)
        v += a * p
        r -= a * q
        new = r @ r
        p = r + new / rr * p
        rr = new
    assert np.sqrt(rr) <= limit, "conjugate gradients did not converge"
    total = v[dofs] + affine
    return float(c @ np.sum((total @ matrix) * total, axis=1)) / n**3


def refine(mask, k):
    return np.kron(mask.astype(int), np.ones((k, k, k), int)).astype(bool)


def spans(mask):
    """True if a phase is connected to its own copy one period away."""
    n = mask.shape[0]
    lab, _ = label(np.tile(mask, (2, 2, 2)))
    return bool(np.any(mask & (lab[:n, :n, :n] == lab[n:, :n, :n])))


shear_44 = [[0, 1, 0], [0, 0, 0], [0, 0, 0]]
shear_p = [[0.5, 0, 0], [0, -0.5, 0], [0, 0, 0]]
loads = {"C44": shear_44, "Cp": shear_p}

# Three structures on a 12^3 voxel cell, with equal solid volume.
i, j, k = np.indices((12, 12, 12))
depth = np.stack([np.minimum(a - 1, 10 - a) for a in (i, j, k)])
cut = (depth.sum(0) <= 3) & (depth.max(0) <= 2)
block = (depth.min(0) >= 0) & ~cut
frame = ((i < 6).astype(int) + (j < 6) + (k < 6)) >= 2
solids = {"closed pores": ~block, "open frame": frame, "grains": block}
f = 1 - frame.mean()
for mask in solids.values():
    assert 2 * mask.sum() == mask.size
connected = {s: (spans(m), spans(~m)) for s, m in solids.items()}
assert connected == {"closed pores": (True, False),
                     "open frame": (True, True), "grains": (False, True)}

# Solver check against laminates, whose fields are known exactly.
layer = np.where(i < 6, 1.0, t_air)
series, parallel = 1 / (1 - f + f / t_air), 1 - f + f * t_air
assert abs(effective(layer, K_scalar, [1, 0, 0]) - series) < 1e-8
assert abs(effective(layer, K_scalar, [0, 1, 0]) - parallel) < 1e-8
assert abs(effective(layer, K_elastic, shear_44) - series) < 1e-8
shear_yz = [[0, 0, 0], [0, 0, 1], [0, 0, 0]]
assert abs(effective(layer, K_elastic, shear_yz) - parallel) < 1e-8

# A volume-preserving linear displacement is the curl of a vector potential.
y = sp.Matrix(sp.symbols('y1:4'))
a, b, c12, c13, c23 = sp.symbols('a b c12 c13 c23')
strain = sp.Matrix([[a, c12, c13], [c12, b, c23], [c13, c23, -a - b]])
A = -y.cross(strain * y) / 3
curl = sp.Matrix([sp.diff(A[2], y[1]) - sp.diff(A[1], y[2]),
                  sp.diff(A[0], y[2]) - sp.diff(A[2], y[0]),
                  sp.diff(A[1], y[0]) - sp.diff(A[0], y[1])])
assert (curl - strain * y).applyfunc(sp.expand) == sp.zeros(3, 1)


def upper_limit(t):
    return 1 - f / (1 / (1 - t) - (1 - f) / 3)


def lower_limit(t):
    return t * (1 + (1 - f) / (t / (1 - t) + f / 3))


# Electrostatics: actual air, zero-permittivity pores, and ratios close to one.
F_air, F_zero, F_coarse, slope, curvature = {}, {}, {}, {}, {}
step = 0.1
for name, mask in solids.items():
    fine = refine(mask, 3)

    def F(t, grid=fine):
        return effective(np.where(grid, 1.0, t), K_scalar, [1, 0, 0])

    F_air[name], F_zero[name] = F(t_air), F(0.0)
    F_coarse[name] = F(t_air, mask)
    plus, minus = F(1 + step), F(1 - step)
    slope[name] = (plus - minus) / (2 * step)
    curvature[name] = (plus + minus - 2) / step**2
    # One percent allows for the upward finite-element error at voxel edges.
    for t, value in ((t_air, F_air[name]), (0.0, F_zero[name])):
        assert lower_limit(t) - 1e-8 <= value <= 1.01 * upper_limit(t)
    assert F_air[name] <= F_coarse[name] + 1e-8
    assert abs(slope[name] - f) < 2e-3
    # Edge fields are resolved only to a few percent in the second derivative.
    assert abs(curvature[name] / (-2 * f * (1 - f) / 3) - 1) < 0.05
assert F_zero["grains"] < 1e-8
assert min(F_zero["closed pores"], F_zero["open frame"]) > 0.05

# Elasticity: void pores on two grids, then pores filled with a softer solid.
G_coarse, G_fine, G_soft = {}, {}, {}
for name, mask in solids.items():
    for load, gradient in loads.items():
        key = (name, load)
        G_coarse[key] = effective(mask.astype(float), K_elastic, gradient)
        G_fine[key] = effective(refine(mask, 2).astype(float),
                                K_elastic, gradient)
        G_soft[key] = effective(np.where(mask, 1.0, t_air),
                                K_elastic, gradient)
        assert series - 1e-8 <= G_soft[key] <= parallel + 1e-8
        if name == "grains":
            assert abs(G_fine[key]) < 1e-8
        else:
            assert 0.01 < G_fine[key] <= 1 - f
            assert G_fine[key] <= G_coarse[key] + 1e-8
            assert G_coarse[key] / G_fine[key] - 1 < 0.15

kappas = [kappa_solid * value for value in F_air.values()]
print(f"solid relative permittivity: {kappa_solid:.1f}")
print(f"pore relative permittivity: {kappa_pore:.1f}")
print(f"permittivity ratio t: {t_air:.2f}")
print(f"solid G, K: {G_solid/1e9:.1f}, {K_solid/1e9:.1f} GPa")
print(f"porosity f: {f:.3f}")
print(f"standard air pressure: {constants.atm:.0f} Pa")
for name, (solid_on, pore_on) in connected.items():
    print(f"{name}: solid connected {solid_on}, pores connected {pore_on}")
print(f"kappa lower limit: {kappa_solid*lower_limit(t_air):.4f}")
print(f"kappa upper limit: {kappa_solid*upper_limit(t_air):.4f}")
print(f"upper/lower kappa: {upper_limit(t_air)/lower_limit(t_air):.4f}")
print(f"predicted F'(1), F''(1): {f:.4f}, {-2*f*(1-f)/3:.4f}")
for name in solids:
    print(f"{name}: kappa, grid 12: {kappa_solid*F_coarse[name]:.4f}")
    print(f"{name}: kappa, grid 36: {kappa_solid*F_air[name]:.4f}")
    print(f"{name}: F'(1), F''(1): {slope[name]:.4f}, {curvature[name]:.4f}")
    print(f"{name}: F with zero-permittivity pores: {abs(F_zero[name]):.4f}")
print(f"computed max/min kappa: {max(kappas)/min(kappas):.4f}")
print(f"uniform-strain limit on G, void pores: {(1-f)*G_solid/1e9:.2f} GPa")
for name in solids:
    for load in loads:
        key = (name, load)
        print(f"{name}: {load}, grids 12, 24: "
              f"{abs(G_coarse[key])*G_solid/1e9:.3f}, "
              f"{abs(G_fine[key])*G_solid/1e9:.3f} GPa")
print(f"soft-filled G limits: {series*G_solid/1e9:.2f}, "
      f"{parallel*G_solid/1e9:.2f} GPa")
for name in solids:
    print(f"{name}: soft-filled C44, Cp (grid 12): "
          f"{G_soft[name, 'C44']*G_solid/1e9:.3f}, "
          f"{G_soft[name, 'Cp']*G_solid/1e9:.3f} GPa")
for load in loads:
    values = [G_soft[name, load] for name in solids]
    print(f"soft-filled max/min {load}: {max(values)/min(values):.4f}")
print("success")
```

It prints:

```
solid relative permittivity: 4.0
pore relative permittivity: 1.0
permittivity ratio t: 0.25
solid G, K: 30.0, 40.0 GPa
porosity f: 0.500
standard air pressure: 101325 Pa
closed pores: solid connected True, pores connected False
open frame: solid connected True, pores connected True
grains: solid connected False, pores connected True
kappa lower limit: 2.0000
kappa upper limit: 2.2857
upper/lower kappa: 1.1429
predicted F'(1), F''(1): 0.5000, -0.1667
closed pores: kappa, grid 12: 2.2813
closed pores: kappa, grid 36: 2.2696
closed pores: F'(1), F''(1): 0.5002, -0.1654
closed pores: F with zero-permittivity pores: 0.3832
open frame: kappa, grid 12: 2.1977
open frame: kappa, grid 36: 2.1916
open frame: F'(1), F''(1): 0.5004, -0.1665
open frame: F with zero-permittivity pores: 0.3171
grains: kappa, grid 12: 2.0399
grains: kappa, grid 36: 2.0293
grains: F'(1), F''(1): 0.5006, -0.1663
grains: F with zero-permittivity pores: 0.0000
computed max/min kappa: 1.1184
uniform-strain limit on G, void pores: 15.00 GPa
closed pores: C44, grids 12, 24: 7.574, 7.333 GPa
closed pores: Cp, grids 12, 24: 11.843, 11.646 GPa
open frame: C44, grids 12, 24: 4.234, 3.991 GPa
open frame: Cp, grids 12, 24: 9.658, 9.509 GPa
grains: C44, grids 12, 24: 0.000, 0.000 GPa
grains: Cp, grids 12, 24: 0.000, 0.000 GPa
soft-filled G limits: 12.00, 18.75 GPa
closed pores: soft-filled C44, Cp (grid 12): 15.247, 17.278 GPa
open frame: soft-filled C44, Cp (grid 12): 14.446, 16.578 GPa
grains: soft-filled C44, Cp (grid 12): 13.581, 15.605 GPa
soft-filled max/min C44: 1.1227
soft-filled max/min Cp: 1.1073
success
```
